# Second-order hopping in the strong-coupling Holstein chain: test program

```python
"""
Second-order energy gain of a strong-coupling Holstein polaron on a chain.

H = -t sum(c+_i c_{i+1} + h.c.) + w sum b+_i b_i - g w sum n_i (b_i + b+_i)
t: hopping, w: phonon quantum, g: dimensionless coupling, Ep = g^2 w.
Result under test, for one electron and energies above the phonon zero point:
  E(k) = -Ep - 2 t exp(-g^2) cos k - A - 2 B cos 2k + higher orders in t
  A = (2 t^2/w) exp(-2g^2) F(2g^2),  B = (t^2/w) exp(-2g^2) F(g^2)
  F(x) = sum_{n>=1} x^n/(n n!),  A -> t^2/Ep when g^2 -> infinity.
Exact diagonalization uses the original Hamiltonian on a four-site ring.
All energies are in eV.
"""
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import expm, eigh
from scipy.integrate import quad
from scipy.special import logsumexp
from scipy.constants import physical_constants, k as k_B, e as q_e


def phonon_sum(x):
    """F(x) through the exponential integral."""
    return mp.ei(x) - mp.euler - mp.log(x)


def onsite_gain(t, w, g2):
    return float(2 * t**2 / w * mp.exp(-2 * g2) * phonon_sum(2 * g2))


def second_neighbour_hop(t, w, g2):
    return float(t**2 / w * mp.exp(-2 * g2) * phonon_sum(g2))


def limit_ratio(g2):
    """A divided by its limit t^2/Ep."""
    return onsite_gain(1.0, 1.0 / g2, g2)


def hamiltonian(hopping, modes, cutoffs, w, g):
    """Original Hamiltonian; modes[i, q] is the weight of mode q on site i."""
    sites = hopping.shape[0]
    size = int(np.prod(cutoffs))
    H = sp.kron(sp.csr_matrix(hopping), sp.identity(size), format="csr")
    for q, cutoff in enumerate(cutoffs):
        left = sp.identity(int(np.prod(cutoffs[:q])))
        right = sp.identity(int(np.prod(cutoffs[q + 1:])))
        lower = sp.diags(np.sqrt(np.arange(1, cutoff)), 1)
        number = sp.diags(np.arange(cutoff, dtype=float))
        n_q = sp.kron(sp.kron(left, number), right)
        x_q = sp.kron(sp.kron(left, lower + lower.T), right)
        H = H + w * sp.kron(sp.identity(sites), n_q)
        H = H - g * w * sp.kron(sp.diags(modes[:, q]), x_q)
    return H.tocsr()


def ring_hopping(sites, t):
    shift = np.roll(np.eye(sites), 1, axis=0)
    return -t * (shift + shift.T)


# Three nonuniform modes of the four-site ring
root2 = np.sqrt(2.0)
RING_MODES = np.array([[0.5, 1 / root2, 0], [-0.5, 0, 1 / root2],
                       [0.5, -1 / root2, 0], [-0.5, 0, -1 / root2]])


def ring_ground_energy(t, w, g2, extra=0):
    means = [g2 / 4, g2 / 2, g2 / 2]
    cutoffs = [int(m + 7 * np.sqrt(m) + 6) + extra for m in means]
    H = hamiltonian(ring_hopping(4, t), RING_MODES, cutoffs, w, np.sqrt(g2))
    start = np.zeros(H.shape[0])
    start[::int(np.prod(cutoffs))] = 0.5
    value = eigsh(H, k=1, which="SA", v0=start, ncv=60, tol=1e-10,
                  maxiter=5000, return_eigenvectors=False)[0]
    return value - g2 * w / 4, H.shape[0]


def second_order_total(t, w, g2):
    """Second-order lowering of the k = 0 state."""
    return onsite_gain(t, w, g2) + 2 * second_neighbour_hop(t, w, g2)


def beyond_first_order(energy, t, w, g2):
    return -energy - g2 * w - 2 * t * np.exp(-g2)


def thermal_gain(t, w, g2, kT, neighbours):
    """Second-order lowering of the free energy."""
    beta = 1 / kT
    N = 1 / np.expm1(beta * w)

    def correlation(tau):
        return np.exp(-2 * g2 * (2 * N + 1 - (N + 1) * np.exp(-w * tau)
                                 - N * np.exp(w * tau)))
    return neighbours * t**2 * quad(correlation, 0, beta / 2,
                                    epsabs=1e-13, limit=200)[0]


# Example parameters
t, w, Ep = 0.05, 0.05, 0.5
g2 = Ep / w
g = np.sqrt(g2)
S = 2 * g2
limit = t**2 / Ep
gain = onsite_gain(t, w, g2)
hop2 = second_neighbour_hop(t, w, g2)

# Explicit phonon overlaps from displacement matrices
dim = 90
a = np.diag(np.sqrt(np.arange(1, dim)), 1)
D_plus, D_minus = expm(g * (a.T - a)), expm(-g * (a.T - a))
prob = D_plus[:, 0]**2
n = np.arange(dim)
total = n[:, None] + n[None, :]
joint = np.outer(prob, prob)
keep = total > 0
explicit_A = 2 * t**2 / w * np.sum(joint[keep] / total[keep])
explicit_B = t**2 / w * prob[0] * np.sum(
    D_minus[0, 1:] * D_plus[1:, 0] / n[1:])
mean_phonons = np.sum(joint * total)
assert abs(explicit_A / gain - 1) < 1e-8
assert abs(explicit_B / hop2 - 1) < 1e-6
assert abs(mean_phonons - S) < 1e-8

# Approach to the many-phonon limit
assert abs(limit_ratio(50.0) - (1 + 1 / 100 + 2 / 100**2)) < 1e-5
assert abs(limit_ratio(500.0) - 1) < 0.0011
g2_grid = np.arange(0.2, 10.0, 0.01)
ratios = np.array([limit_ratio(x) for x in g2_grid])
peak = int(np.argmax(ratios))

# The uniform mode separates: dimer in site modes against relative mode
dimer_hop = np.array([[0.0, -0.3], [-0.3, 0.0]])
relative = np.array([[1.0], [-1.0]]) / root2
full = eigh(hamiltonian(dimer_hop, np.eye(2), [18, 18], 1.0, 1.0).toarray(),
            eigvals_only=True)[0]
reduced = eigh(hamiltonian(dimer_hop, relative, [30], 1.0, 1.0).toarray(),
               eigvals_only=True)[0] - 0.5
assert abs(full - reduced) < 1e-8

# Full polaron band of the ring at moderate coupling separates A from B
t_s = 0.03
H_small = hamiltonian(ring_hopping(4, t_s), RING_MODES, [7, 8, 8], 1.0, 1.0)
band = eigh(H_small.toarray(), eigvals_only=True,
            subset_by_index=[0, 3]) - 0.25
ring_A = -1.0 - band.mean()
ring_B = -(band[0] + band[3] - band[1] - band[2]) / 8
formula_A = onsite_gain(t_s, 1.0, 1.0)
formula_B = second_neighbour_hop(t_s, 1.0, 1.0)
assert abs(ring_A / formula_A - 1) < 0.03
assert abs(ring_B / formula_B - 1) < 0.03

# Strong coupling: small hopping, several dressing strengths at fixed Ep
t_scan = 0.005
scan = []
for g2_scan in (3.0, 5.0, 10.0):
    w_scan = Ep / g2_scan
    energy, _ = ring_ground_energy(t_scan, w_scan, g2_scan)
    exact = beyond_first_order(energy, t_scan, w_scan, g2_scan)
    formula = second_order_total(t_scan, w_scan, g2_scan)
    assert abs(exact / formula - 1) < 0.03
    scan.append((g2_scan, exact * Ep / t_scan**2, formula * Ep / t_scan**2))

# Worked example on the ring, with a cutoff check and doubled hopping
E_ring, states = ring_ground_energy(t, w, g2)
E_large, _ = ring_ground_energy(t, w, g2, extra=3)
assert abs(E_ring - E_large) < 1e-7
ring_gain = beyond_first_order(E_ring, t, w, g2)
formula_gain = second_order_total(t, w, g2)
deviation = ring_gain / formula_gain - 1
assert abs(deviation) < 0.03
assert abs(ring_gain - formula_gain) < abs(ring_gain - limit)
E_double, _ = ring_ground_energy(2 * t, w, g2)
double_gain = beyond_first_order(E_double, 2 * t, w, g2)
double_formula = second_order_total(2 * t, w, g2)
double_deviation = double_gain / double_formula - 1
assert abs(double_deviation) > abs(deviation)


def static_energy(hopping, polaron_energy, centre):
    """Self-consistent energy of an electron in a classical lattice."""
    psi = np.zeros(len(hopping))
    psi[centre] = 1.0
    for _ in range(80):
        psi = eigh(hopping - 2 * polaron_energy * np.diag(psi**2))[1][:, 0]
    return psi @ hopping @ psi - polaron_energy * np.sum(psi**4)


# Fourth-order coefficients in the static limit, in units t^4/Ep^3
x = 0.05
chain_hop = -x * (np.eye(21, k=1) + np.eye(21, k=-1))
chain_c4 = (static_energy(chain_hop, 1.0, 10) + 1 + x**2) / x**4
ring_c4 = (static_energy(ring_hopping(4, x), 1.0, 0) + 1 + x**2) / x**4
assert abs(chain_c4 + 1 / 8) < 0.03
assert abs(ring_c4 + 3 / 8) < 0.03
fourth_order = t**4 / (8 * Ep**3)

# Temperature: test the free-energy formula on an exactly solved dimer
T = 300.0
kT = k_B * T / q_e
t_test = 0.01


def dimer_free_energy(hop):
    matrix = np.array([[0.0, -hop], [-hop, 0.0]])
    H = hamiltonian(matrix, relative, [120], w, g).toarray()
    return -kT * logsumexp(-eigh(H, eigvals_only=True) / kT)


dimer_thermal = dimer_free_energy(0.0) - dimer_free_energy(t_test)
dimer_formula = thermal_gain(t_test, w, g2, kT, 1)
assert abs(dimer_thermal / dimer_formula - 1) < 0.01
warm_gain = thermal_gain(t, w, g2, kT, 2)

# Phonon dispersion w_q^2 = w_0^2 (1 + d cos q), polaron energy held fixed
dispersion = []
for d in (-0.2, 0.2):
    stiffness = np.eye(200) + d / 2 * (np.roll(np.eye(200), 1, axis=0)
                                      + np.roll(np.eye(200), -1, axis=0))
    force = np.zeros(200)
    force[0] = 1.0
    displacement = np.linalg.solve(stiffness, force)
    direct_ratio = displacement[1] / displacement[0]
    closed_ratio = (np.sqrt(1 - d**2) - 1) / d
    assert abs(direct_ratio - closed_ratio) < 1e-10
    dispersion.append((d, direct_ratio, limit / (1 - direct_ratio)))

hartree = physical_constants["Hartree energy in eV"][0]
print(f"hopping t = {t:.3f} eV")
print(f"phonon quantum w = {w:.3f} eV")
print(f"polaron energy Ep = {Ep:.3f} eV")
print(f"dressing g^2 = {g2:.1f} (dimensionless)")
print(f"mean intermediate phonon number = {mean_phonons:.4f}")
print(f"mean intermediate phonon energy = {mean_phonons * w:.4f} eV")
print(f"limit t^2/Ep = {limit:.6f} eV")
print(f"finite-g^2 on-site gain A = {gain:.6f} eV")
print(f"same gain A = {gain / hartree:.4e} hartree")
print(f"ratio A/(t^2/Ep) = {gain / limit:.5f}")
print(f"series 1+1/S+2/S^2 = {1 + 1 / S + 2 / S**2:.5f}")
print(f"first-order lowering 2t exp(-g^2) = {2*t*np.exp(-g2):.3e} eV")
print(f"second-neighbour amplitude B = {hop2:.3e} eV")
for value in (0.5, 1.0, 2.0, 5.0, 10.0, 50.0):
    print(f"A/(t^2/Ep) at g^2 = {value:.1f}: {limit_ratio(value):.5f}")
print(f"largest ratio = {ratios[peak]:.4f} at g^2 = {g2_grid[peak]:.2f}")
print(f"band test, g^2 = 1, t/w = {t_s:.2f}: energies in units of w")
print(f"  A from ring = {ring_A:.5e}, formula = {formula_A:.5e}")
print(f"  B from ring = {ring_B:.5e}, formula = {formula_B:.5e}")
print(f"ring scan: t = {t_scan:.3f} eV, Ep = {Ep:.3f} eV")
print("  gain beyond first order, (A+2B), in units t^2/Ep:")
for value, exact, formula in scan:
    print(f"  g^2 = {value:.0f}: ring {exact:.5f}, formula {formula:.5f}")
print(f"ring basis states = {states}")
print(f"ring ground energy = {E_ring:.7f} eV")
print(f"energy change with larger cutoff = {E_large - E_ring:.1e} eV")
print(f"ring gain beyond first order = {ring_gain:.6f} eV")
print(f"second-order formula A+2B = {formula_gain:.6f} eV")
print(f"relative deviation = {100 * deviation:.3f} percent")
print(f"doubled hopping = {2 * t:.3f} eV")
print(f"  ring gain = {double_gain:.6f} eV")
print(f"  second-order formula = {double_formula:.6f} eV")
print(f"  relative deviation = {100 * double_deviation:.3f} percent")
print(f"static t^4/Ep^3 coefficient at t/Ep = {x:.2f}:")
print(f"  chain {chain_c4:.4f}, four-site ring {ring_c4:.4f}")
print(f"chain fourth-order gain estimate = {fourth_order:.3e} eV")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"coherent bandwidth 4t exp(-g^2) = {4*t*np.exp(-g2):.3e} eV")
print(f"free-energy gain at this temperature = {warm_gain:.6f} eV")
print(f"dimer thermal test, t = {t_test:.3f} eV:")
print(f"  exact {dimer_thermal:.5e} eV, formula {dimer_formula:.5e} eV")
for d, ratio, changed in dispersion:
    print(f"dispersion d = {d:+.1f}: x1/x0 = {ratio:+.4f}, "
          f"limit gain = {changed:.6f} eV")
print("tests ok")
```

Running it gives:

```
hopping t = 0.050 eV
phonon quantum w = 0.050 eV
polaron energy Ep = 0.500 eV
dressing g^2 = 10.0 (dimensionless)
mean intermediate phonon number = 20.0000
mean intermediate phonon energy = 1.0000 eV
limit t^2/Ep = 0.005000 eV
finite-g^2 on-site gain A = 0.005280 eV
same gain A = 1.9403e-04 hartree
ratio A/(t^2/Ep) = 1.05596
series 1+1/S+2/S^2 = 1.05500
first-order lowering 2t exp(-g^2) = 4.540e-06 eV
second-neighbour amplitude B = 2.565e-07 eV
A/(t^2/Ep) at g^2 = 0.5: 0.48483
A/(t^2/Ep) at g^2 = 1.0: 0.99712
A/(t^2/Ep) at g^2 = 2.0: 1.29436
A/(t^2/Ep) at g^2 = 5.0: 1.13016
A/(t^2/Ep) at g^2 = 10.0: 1.05596
A/(t^2/Ep) at g^2 = 50.0: 1.01021
largest ratio = 1.2952 at g^2 = 2.08
band test, g^2 = 1, t/w = 0.03: energies in units of w
  A from ring = 8.96853e-04, formula = 8.97404e-04
  B from ring = 1.60351e-04, formula = 1.60523e-04
ring scan: t = 0.005 eV, Ep = 0.500 eV
  gain beyond first order, (A+2B), in units t^2/Ep:
  g^2 = 3: ring 1.37255, formula 1.36647
  g^2 = 5: ring 1.14921, formula 1.14741
  g^2 = 10: ring 1.05613, formula 1.05606
ring basis states = 51376
ring ground energy = -0.5053127 eV
energy change with larger cutoff = -3.8e-11 eV
ring gain beyond first order = 0.005308 eV
second-order formula A+2B = 0.005280 eV
relative deviation = 0.527 percent
doubled hopping = 0.100 eV
  ring gain = 0.021575 eV
  second-order formula = 0.021121 eV
  relative deviation = 2.151 percent
static t^4/Ep^3 coefficient at t/Ep = 0.05:
  chain -0.1252, four-site ring -0.3755
chain fourth-order gain estimate = 6.250e-06 eV
temperature = 300 K, kT = 0.02585 eV
coherent bandwidth 4t exp(-g^2) = 9.080e-06 eV
free-energy gain at this temperature = 0.005417 eV
dimer thermal test, t = 0.010 eV:
  exact 1.08341e-04 eV, formula 1.08338e-04 eV
dispersion d = -0.2: x1/x0 = +0.1010, limit gain = 0.005562 eV
dispersion d = +0.2: x1/x0 = -0.1010, limit gain = 0.004541 eV
tests ok
```
